Mean Excitation Energy of Atomic Hydrogen from Its Dipole Spectrum

**Problem**

A fast ion loses energy to a target atom by exciting and ionising it. At high speed the loss depends on the atom only through its number of electrons and a single energy I, its mean excitation energy. For ground-state hydrogen it is defined by

ln I = Σ_{n≥2} f_n ln ω_n + ∫_{1/2}^∞ (df/dω) ln ω dω,

where ω is the excitation energy and f the dipole oscillator strength from the 1s state. Take a fixed nucleus and a nonrelativistic electron, in Hartree atomic units (ħ = m_e = e = 1), so that H = p²/2 − 1/r.

(a) Derive f_n and df/dω.

(b) Without evaluating the sum, find a lower and an upper bound on I, and decide whether bound states alone could give it.

(c) Evaluate I. What results if the continuum is dropped?

(d) Show how I enters the stopping of a fast bare ion. Evaluate the stopping cross section of atomic hydrogen for a 1 MeV proton and size the neglected effects.

**Solution**

**(a) The oscillator strengths**

The strength of a transition to a state j is f_j = 2ω_j|⟨j|z|1s⟩|². Since z = r cos θ and cos θ Y₀₀ = Y₁₀/√3, only p states with m = 0 are reached, and

f = (2/3) ω R², R = ∫₀^∞ R_p(r) r (2e^{−r}) r² dr,

with 2e^{−r} the 1s radial function. For a continuum state normalised per unit energy, the same expression gives df/dω.

Write the final energy as −λ²/2. A bound state has λ = 1/n; a continuum state of momentum k has λ = ik. In both cases ω = (1 − λ²)/2. The function u = rR_p obeys

u″ + (2/r − 2/r² − λ²)u = 0.

Insert u = N r² e^{−λr}F(r). The derivative terms give

u″ = N e^{−λr}[r²F″ + (4r − 2λr²)F′ + (2 − 4λr + λ²r²)F].

The terms 2F and λ²r²F cancel against the rest of the equation. Division by r leaves

rF″ + (4 − 2λr)F′ − (4λ − 2)F = 0.

In the variable x = 2λr this is Kummer's equation, whose solution regular at the origin is

F = ₁F₁(a; 4; 2λr), a = 2 − 1/λ.

*The radial integral.* Integrate the series of ₁F₁ term by term. Because (3+j)! = 6·(4)_j, the Pochhammer symbol (4)_j cancels and a binomial series remains:

∫₀^∞ r³e^{−sr} ₁F₁(a;4;κr) dr = 6s^{−4} Σ_j (a)_j (κ/s)^j / j! = 6 s^{a−4}(s − κ)^{−a}.

The series requires |κ/s| < 1; elsewhere the result holds by analytic continuation in s, as long as the integral converges. We need one more power of r, which −d/ds supplies:

M = ∫₀^∞ r⁴e^{−sr} ₁F₁(a;4;κr) dr
 = 6 s^{a−5}(s − κ)^{−a−1}[(4 − a)(s − κ) + as]
 = 6 s^{a−5}(s − κ)^{−a−1}[4s − (4 − a)κ].

Here s = 1 + λ and κ = 2λ. Since (4 − a)κ = (2 + 1/λ)2λ = 4λ + 2, the last bracket equals 2. With s − κ = 1 − λ,

M = 12 (1 − λ²)^{−3} [(1 − λ)/(1 + λ)]^{1/λ}, R = 2NM.

*Bound normalisation.* Let P = n(n² − 1). For λ = 1/n the series terminates and ₁F₁(2−n;4;x) = (6/P) L_{n−2}^{(3)}(x), the prefactor making the value at x = 0 equal to 1. The Laguerre recurrence and orthogonality give ∫x⁴e^{−x}[L_{n−2}^{(3)}]²dx = 2nP. Hence

1 = N²(n/2)⁵ (36/P²)(2nP) = (9/4) N² n⁵/(n² − 1),

N² = (4/9)(1 − 1/n²)/n³.

*Continuum normalisation.* A wave A sin(kr + …) has overlap A²(π/2)δ(k − k′). As dω = k dk, δ(k − k′) = k δ(ω − ω′), so normalisation per unit energy requires A² = 2/(πk). The logarithmic Coulomb phase does not alter this amplitude. The large-r form of ₁F₁ is the sum of two complex-conjugate waves after multiplication by e^{−ikr}, and it gives

A = 3N e^{−π/(2k)} / [k²|Γ(2 + i/k)|].

Using |Γ(2 + iy)|² = (1 + y²)πy/sinh(πy) with y = 1/k,

N² = (2k³/9π) e^{π/k}(1 + 1/k²)(π/k)/sinh(π/k)
 = (4/9)(1 + k²)/(1 − e^{−2π/k}).

Both cases therefore read N² = (4/9)(1 − λ²)g, where g = 1/n³ for bound states and g = 1/(1 − e^{−2π/k}) for the continuum. Then

f = (2/3)·[(1 − λ²)/2]·4N²M² = (256/3) g (1 − λ²)^{−4}[(1 − λ)/(1 + λ)]^{2/λ}.

For λ = 1/n,

f_n = (256/3) n⁵ (n − 1)^{2n−4}/(n + 1)^{2n+4}.

For λ = ik, (1 − ik)/(1 + ik) = e^{−2i arctan k}. The continuation from large positive s selects this phase continuously, so

df/dω = (256/3) e^{−(4/k) arctan k} / [(1 + k²)⁴(1 − e^{−2π/k})].

Two limits help to read these formulas. As n → ∞, n³f_n → (256/3)e^{−4} = 1.5629, which is also df/dω at threshold. The level spacing there is 1/n³, so strength per unit energy passes smoothly through the ionisation limit. At large k, 1 − e^{−2π/k} → 2π/k and df/dω → (128/3π)k^{−7}, proportional to ω^{−7/2}. The integrals of df/dω multiplied by ln ω or by ω therefore converge.

**(b) Bounds from closure**

In this part Σ includes the continuum integral. Three sums follow from the ground state alone.

First, since ⟨z⟩ = 0,

Σ f/ω = 2⟨z²⟩ = (2/3)⟨r²⟩ = 2, because ⟨r²⟩ = 3.

Second, [H, z] = −ip_z, so

Σ f = 2⟨z(H − E₀)z⟩ = ⟨[z, [H, z]]⟩ = 1.

Third, ω_j⟨j|z|0⟩ = −i⟨j|p_z|0⟩, so

Σ fω = 2⟨p_z²⟩ = (2/3)⟨p²⟩ = 2/3, because ⟨p²⟩ = 1.

The strengths are positive and add to 1, so they are weights. The logarithm is concave, hence

ln I = Σ f ln ω < ln Σ fω = ln(2/3),
−ln I = Σ f ln(1/ω) < ln Σ f/ω = ln 2.

The inequalities are strict because ω is not the same for all final states. Therefore

1/2 < I < 2/3 hartree,

or between 13.61 and 18.14 eV.

The lower bound coincides with the ionisation energy. Every bound excitation has ω_n = (1 − 1/n²)/2 < 1/2, so any normalised average over bound states lies below 1/2, whereas I lies above it. No refinement of the bound-state sum can make up for the missing continuum.

**(c) The value of I**

The first strengths and their contributions are:

n = 2: ω = 0.37500, f = 0.41620, f ln ω = −0.4082
n = 3: ω = 0.44444, f = 0.07910, f ln ω = −0.0641
n = 4: ω = 0.46875, f = 0.02899, f ln ω = −0.0220
n = 5: ω = 0.48000, f = 0.01394, f ln ω = −0.0102

These four contribute −0.5046. The full bound strength is 0.56500, so 0.0268 remains for n ≥ 6. There ln ω lies between −0.721 and −0.693, which adds about −0.019. The complete bound sum is −0.52357.

For the continuum, dω = k dk, and the substitution k = tan θ maps the integral to 0 < θ < π/2. Numerical quadrature gives a strength of 0.43500 and a logarithmic contribution of −0.07260. The two strengths add to 1, as closure requires. Thus

ln I = −0.52357 − 0.07260 = −0.59617,

I = 0.5509 hartree = 14.99 eV.

A second calculation avoids the strength formulas. Diagonalising the p-wave Hamiltonian in 50 functions u_j = r²e^{−r}L_j^{(4)}(2r) replaces the spectrum by 50 discrete energies and strengths. Their logarithmic mean is also 14.99 eV.

Now drop the continuum. If the remaining weights are renormalised, the mean is

I_b = exp(−0.52357/0.56500) = 0.396 hartree = 10.77 eV,

which is 28% below I. The corresponding continuum-only mean is 23.03 eV. The full result is the geometric mean of these two energies, with weights 0.565 and 0.435.

If the bound weights are left unnormalised, exp(Σ f_n ln ω_n) is not an energy. Changing the energy unit multiplies every ω_n by some factor c, but multiplies this expression by c^{0.565}. Evaluated in hartree and then converted, it gives 16.12 eV; evaluated in eV from the start, it gives 3.83 eV. The first number lies near I because the omitted continuum term happens to be small when energies are counted in hartree. Counted in eV, the same term is −0.0726 + 0.435 ln 27.21 = 1.364, and omitting it changes the result by a factor of about 4. The small continuum term −0.07260 is thus a property of the unit, not a sign that the continuum is unimportant.

The result extends to any one-electron ion of nuclear charge Z. Setting r = ρ/Z turns the Hamiltonian into Z² times that of hydrogen. Energies scale as Z² and squared dipole elements as Z^{−2}, so f is unchanged and I = 14.99 Z² eV within the same nonrelativistic, fixed-nucleus model.

**(d) Stopping of a fast ion**

Let a bare ion of charge Z₁, mass M and speed v transfer momentum q to the atom. In the first Born approximation the Coulomb interaction has Fourier transform of magnitude 4πZ₁/q². The nuclear term drops out of inelastic transitions by orthogonality. With dΩ = 2πq dq/(KK′), K = Mv and K′ being the initial and final ion momenta,

dσ_n = (8πZ₁²/v²) |⟨n|e^{iqz}|0⟩|² dq/q³.

Multiply by the energy loss ω_n and sum over final states:

S = (4πZ₁²/v²) L, L = Σ_n ∫_{ω_n/v}^∞ F_n(q) dq/q,

F_n(q) = (2ω_n/q²)|⟨n|e^{iqz}|0⟩|².

The lower limit follows from energy conservation for a heavy ion, ω_n ≈ **q·v** ≤ qv.

Choose q₀ with I/v ≪ q₀ ≪ 1. Below q₀, e^{iqz} ≈ 1 + iqz gives F_n ≈ f_n, and this region contributes

Σ f_n ln(q₀v/ω_n) = ln(q₀v/I).

Above q₀, use e^{−iqz}He^{iqz} = H + qp_z + q²/2. Since ⟨p_z⟩ = 0, Σω_n|⟨n|e^{iqz}|0⟩|² = q²/2, and so ΣF_n = 1. At large q the struck electron recoils almost freely with ω ≈ q²/2, and the condition ω < qv limits q to about 2v. This region contributes ln(2v/q₀). The arbitrary q₀ cancels:

L = ln(2v²/I),

to leading order at high speed.

*The 1 MeV proton.* From Mv²/2 = 1 MeV, v = 6.327 atomic units. Hence

L = ln(2 × 6.327²/0.5509) = 4.979,

S = 4πL/v² = 1.19 eV cm² per 10¹⁵ atoms.

Using I_b in place of I, with the formula otherwise unchanged, would raise S by ln(14.99/10.77)/4.979, or 6.6%. The logarithm softens the 28% error in the energy without removing it.

*Corrections within the Born approximation.* The integral for L can also be evaluated without the split at q₀. The finite-q strengths used for this, quoted here without derivation, are, for bound states with ε = 1 − 1/n²,

F_n = (256/n³) ε(q² + ε/3) [(1 − 1/n)² + q²]^{n−3} / [(1 + 1/n)² + q²]^{n+3},

and, for the continuum with ε = 1 + k²,

dF/dω = 256 ε(q² + ε/3) e^{−2φ/k} / {[(q + k)² + 1]³[(q − k)² + 1]³(1 − e^{−2π/k})},

where φ, between 0 and π, is the polar angle of the point (q² − k² + 1, 2k). Their total equals 1 within 10⁻⁶ at q = 0.5, 2 and 5. The full integral gives L = 4.952, so the shell correction, due to the electron's binding and motion, is −0.027, or −0.5% of L. At four times the proton energy it is −0.0064, close to a 1/v² decrease.

*Effects outside this model.* Higher Born orders add terms to L that scale as 1/v² = 0.025 and, with a sign set by the ion's charge, as I/v³ = 0.002 times a slowly varying logarithm of the speed. These parameters show the scaling, not the size: the second is multiplied by a large numerical factor, and each term can reach a few hundredths in L. Both are then comparable with the shell correction, so further digits in S would have no physical meaning without them. The relativistic parameter (v/c)² is 0.002. Nuclear motion replaces the electron mass by the reduced mass and lowers I by 0.008 eV, which changes L by only about 0.0005. It also lets the target nucleus, of mass M_p = 1836, carry off the recoil energy q²/(2M_p) in elastic collisions, which the inelastic sum omits. With q running from about 1 to about M_p v, this adds roughly ln(M_p v)/M_p ≈ 0.005 to L, or 0.1% of S. At low speed the separation I/v ≪ q₀ ≪ 1 is lost and the Bethe formula fails.

*Relation to real targets.* Ordinary hydrogen gas is molecular, with a measured mean excitation energy of roughly 19 eV. At the same proton speed, that value lowers L by about 5%, more than the shell correction does.

Calculated quantities

```
n=2: energy 0.37500 hartree, f = 0.41620
n=3: energy 0.44444 hartree, f = 0.07910
n=4: energy 0.46875 hartree, f = 0.02899
n=5: energy 0.48000 hartree, f = 0.01394
df/dw at threshold: 1.5629 per hartree
n^3 f_n at n=1000: 1.5629
bound strength: 0.56500
continuum strength: 0.43500
total strength: 1.000000
sum f/w: 2.000000 per hartree
sum f*w: 0.666667 hartree
bound part of ln(I/hartree): -0.52357
continuum part of ln(I/hartree): -0.07260
ln(I/hartree): -0.59617
I: 0.55092 hartree
I: 14.991 eV
I from Laguerre basis: 14.991 eV
Laguerre basis size: 50 functions
lower bound on I: 13.606 eV
upper bound on I: 18.141 eV
normalised bound-only mean: 10.772 eV
normalised continuum-only mean: 23.029 eV
unnormalised bound sum, logs in hartree: 16.12 eV
unnormalised bound sum, logs in eV: 3.83 eV
proton energy: 1.0 MeV
proton speed: 6.3268 a.u.
Bethe logarithm L: 4.9789
full first-Born L: 4.9520
stopping, Bethe: 1.1910 eV cm2 per 1e15 atoms
stopping, full Born: 1.1846 eV cm2 per 1e15 atoms
stopping error with bound-only I: +6.64 %
shell correction to L: -0.02688
shell correction, relative: -0.54 %
shell correction at 4 times the energy: -0.00639
rough I of hydrogen gas (input): 19 eV
molecular binding effect on L: -4.8 %
higher-Born parameter 1/v^2: 0.0250
higher-Born parameter I/v^3: 0.00218
relativity parameter (v/c)^2: 0.00213
electron/proton mass ratio: 0.000545
I shift from nuclear motion: -0.0082 eV
```
